Monotone Newton Iteration for the van der Pauw Sheet Resistance

**1. What dimensions and symmetry fix**

A thin, uniform, isotropic film is described electrically by its sheet resistance R_s, the resistivity divided by the thickness. Four point contacts 1, 2, 3, 4 sit in this order on its edge. Two four-terminal resistances are measured:

R_A = (V4 − V3)/I, with I entering at 1 and leaving at 2,

R_B = (V1 − V4)/I, with I entering at 2 and leaving at 3.

Ohm's law is linear, so each reading is R_s times a pure number set by the shape and the contact positions. Suppose that the two readings suffice to eliminate the shape. Since R_s, R_A and R_B are all in ohms, the result must have the form

R_s = R_mean Φ(R_A/R_B), R_mean = (R_A + R_B)/2.

Renaming the contacts 1→2→3→4→1 turns R_A into R_B. It turns R_B into the reading with current from 3 to 4 and voltage V2 − V1, which equals R_A by reciprocity. Hence Φ(r) = Φ(1/r). Dimensions and symmetry leave one unknown function of one ratio. The van der Pauw equation defines it implicitly, and the numerical task is to evaluate it reliably.

**2. The equation to be solved**

Take first a sheet filling a half-plane, with contacts at p1 < p2 < p3 < p4 on its straight edge. Current I entering at an edge point spreads over half circles of length πr. The current per unit width is I/(πr), the electric field is R_s I/(πr), and integration gives

V = −(I R_s/π) ln r + constant.

For a source at p1 and a sink at p2, superposition gives

V(p) = (I R_s/π) ln(|p − p2|/|p − p1|).

Subtracting the values at p4 and p3, then dividing by I,

R_A = (R_s/π) ln{(p4−p2)(p3−p1)/[(p4−p1)(p3−p2)]}.

The same steps with source p2 and sink p3 give

R_B = (R_s/π) ln{(p3−p1)(p4−p2)/[(p2−p1)(p4−p3)]}.

Therefore

exp(−πR_A/R_s) = (p4−p1)(p3−p2)/[(p4−p2)(p3−p1)],

exp(−πR_B/R_s) = (p2−p1)(p4−p3)/[(p4−p2)(p3−p1)].

Call the successive gaps a, b, c. The numerators add to (a+b+c)b + ac = ab + b² + bc + ac = (a+b)(b+c), which is the common denominator. The two exponentials add to 1.

A film without holes can be mapped conformally onto the half-plane, with no contact sent to infinity. The map keeps Laplace's equation, and because it preserves angles, an insulating edge stays insulating. If it stretches lengths locally by m, it divides potential gradients by m, so the current through any line is unchanged. The readings are unchanged too, and the relation holds for every such shape.

With the sheet conductance x = 1/R_s as unknown, the equation is

f(x) = exp(−πR_A x) + exp(−πR_B x) − 1 = 0.

**3. Existence, uniqueness and monotone convergence**

Let R_A and R_B be any two positive numbers. Differentiation gives

f′(x) = −π[R_A exp(−πR_A x) + R_B exp(−πR_B x)] < 0,

f″(x) = π²[R_A² exp(−πR_A x) + R_B² exp(−πR_B x)] > 0.

Since f(0) = 1 and f tends to −1 as x grows, there is one positive root x*. Since f decreases strictly, there is no other real root.

Newton's method replaces f by its tangent at x_n and takes the zero of that line:

x_{n+1} = x_n − f(x_n)/f′(x_n), x_0 = 0.

Suppose x_n < x*. Then f(x_n) > 0 and f′(x_n) < 0, so x_{n+1} > x_n. Strict convexity means that the graph lies above the tangent away from the point of contact:

f(x_{n+1}) > f(x_n) + f′(x_n)(x_{n+1} − x_n) = 0.

A positive f means that x_{n+1} is still to the left of x*. By induction from x_0 = 0,

0 = x_0 < x_1 < x_2 < … < x*.

An increasing bounded sequence has a limit L, and its steps tend to zero. Each step is f(x_n)/|f′(x_n)|, and |f′(x_n)| ≤ |f′(0)| = π(R_A + R_B), so f(x_n) must also tend to zero. By continuity f(L) = 0, hence L = x*. The proof assumes exact arithmetic; rounding is treated in Section 5.

The start x = 0 is an infinite sheet resistance, yet the first step is finite:

x_1 = 1/[π(R_A + R_B)].

The theorem concerns the equation, not the sample. Readings from a film with a hole also give a root, and the iteration finds it, but that root need not be the film's sheet conductance.

**4. Error per step and number of steps**

Let e_n = x* − x_n. Taylor's theorem about x_n gives, for some ξ between x_n and x*,

0 = f(x_n) + f′(x_n)e_n + ½f″(ξ)e_n².

Dividing by f′(x_n) gives f(x_n)/f′(x_n) = −e_n − f″(ξ)e_n²/[2f′(x_n)]. Since e_{n+1} = e_n + f(x_n)/f′(x_n), the linear terms cancel:

e_{n+1} = f″(ξ)e_n²/[2|f′(x_n)|].

Near the root, e_{n+1}/e_n² tends to

C = f″(x*)/[2|f′(x*)|].

A bound valid at every step also follows. Because f″ decreases with x, f″(ξ) ≤ f″(x_n). Replacing one factor R_i in each term of f″ by the larger reading R_max gives f″(x_n) ≤ πR_max|f′(x_n)|. Thus

e_{n+1} ≤ (πR_max/2)e_n².

With z_n = πR_max e_n/2 this reads z_{n+1} ≤ z_n². Convergence is guaranteed to be rapid once z_n is well below 1.

Two limits show how the cost depends on the readings. For R_A = R_B = R, the equation is 2exp(−πRx) = 1, so R_s = πR/ln 2. In terms of y = πRx the iteration is

y_{n+1} = y_n + 1 − ½exp(y_n),

which starts 0, 0.5 and tends to ln 2 ≈ 0.693.

For very unequal readings let ε = R_min/R_max and y = πR_max x. One Newton step in y has length

[exp(−y) − (1 − exp(−εy))]/[exp(−y) + ε exp(−εy)] < 1,

because, for y ≥ 0, the numerator is at most exp(−y) and the denominator is larger than that. After n ≥ 1 steps, y_n < n. The iteration therefore cannot come close to y* = πR_max x* in fewer than about y* steps. When ε ≪ 1 and εy* ≪ 1, the root condition becomes exp(−y*) ≈ εy*, or

y* ≈ ln(1/ε) − ln y*.

For a reading ratio of 10⁶ the computed value is y* = 11.38, and the right side is 13.82 − 2.43 = 11.39, equal within rounding. The iteration took 16 steps, against 12 for a ratio of 10⁴ and 8 for 100. The growth is slow because y* grows roughly as the logarithm of the ratio, and each step has length close to 1 while exp(−y) greatly exceeds εy.

**5. Brackets, stopping and rounding**

At the root the mean of the two exponentials is ½. An average of exponentials is at least the exponential of the average, so ½ ≥ exp(−πR_mean x*). Taking logarithms gives the lower bound below. At x = ln 2/(πR_min), one exponential is ½ and the other at most ½, so f ≤ 0 there; this gives the upper bound:

ln 2/(πR_mean) ≤ x* ≤ ln 2/(πR_min).

The lower bound means that the plain-average formula R_s ≈ πR_mean/ln 2 never gives too small a sheet resistance. Its x value is also a valid starting point for monotone convergence, since it does not exceed x*.

A small change between iterates does not by itself bound the error. A sign change does. For iterates approaching from the left, f(x_n) ≥ 0 in exact arithmetic, so only a point slightly to the right needs testing. Stop when

f(x_n(1 + τ)) ≤ 0.

Then x_n ≤ x* ≤ x_n(1 + τ), so the error relative to x_n is at most τ, apart from rounding. Here τ = 10⁻¹². Do not also require the computed f(x_n) to be nonnegative: rounding can make it slightly negative at the last iterate, and the loop might then never stop. For unequal readings, computing exp(−πR_min x) − 1 by subtraction loses digits, because the exponential is close to 1. A library function for exp(z) − 1 avoids the loss.

The iteration was tested on 2000 random pairs, with each reading between 10⁻³ and 10³ Ω. Every sequence rose strictly, stayed below an independently bracketed root to within rounding, and stopped after at most 16 steps.

**6. Why zero, and why conductance**

The tangent argument also covers a start to the right of x*: the next iterate lies to the left of x*, possibly at negative x, and the sequence then climbs. Such a start is legitimate in exact arithmetic but can be costly. Far to the right |f′| is exponentially small, so the first jump is very long. At large negative x, f is dominated by exp(πR_max|x|); each return step is then only about 1/(πR_max), and the exponential may overflow.

Newton's method applied to R_s itself behaves differently. Let g(R) = f(1/R). The chain rule gives g′(R) = |f′(1/R)|/R², so

R_new = R − R² f(1/R)/|f′(1/R)|.

For large R, f tends to 1 and |f′| to π(R_A + R_B). The leading behaviour is −R²/[π(R_A + R_B)], which is negative. A sufficiently high guess is sent to a negative resistance. In the variable x the same guess lies near zero, on the safe side of the root.

**7. Worked example: a molybdenum film**

Let a nominal 10 nm molybdenum film on an insulator give R_A = 6.0 Ω and R_B = 2.0 Ω. These are chosen readings. The first iterate is

x_1 = 1/(8.0π Ω) = 39.79 mS.

There πR_A x_1 = 0.75 and πR_B x_1 = 0.25, so

f = 0.4724 + 0.7788 − 1 = 0.2512,

|f′| = π(6 × 0.4724 + 2 × 0.7788) Ω = 13.80 Ω.

The step is 0.2512/13.80 Ω = 18.20 mS, giving x_2 = 57.99 mS. The next iterates are 60.782, 60.83617 and 60.83619 mS. The errors relative to x*, from n = 1 onward, are 0.35, 0.047, 9.0×10⁻⁴, 3.3×10⁻⁷ and 4.6×10⁻¹⁴. The computed constant is C = 6.803 Ω, so Cx* = 0.414. With one more digit the third of these errors is 8.97×10⁻⁴; squaring it and multiplying by 0.414 gives 3.3×10⁻⁷, the next error in the list.

The result is R_s = 16.44 Ω per square. The ratio of 3 permits an independent check. With u = exp(−πR_B x), the equation is u³ + u = 1, whose real root is u = 0.68233. Then R_s = −πR_B/ln u = 16.44 Ω per square. Since 1 Ω nm = 0.1 µΩ cm,

ρ = 16.44 Ω × 10 nm = 164.4 Ω nm = 16.4 µΩ cm.

The plain average gives 18.13 Ω per square, 10.3 % above the root. Newton's method in R_s, started at 100 Ω, goes to −257 Ω. Started at the equivalent x = 10 mS, the iteration in x reaches the root in 5 steps. A start at 3x* = 182.5 mS goes first to −67.6 mS and needs 7 further steps.

**8. How reading errors reach the result**

Write E_i = exp(−πR_i x*). Differentiating f = 0 while both readings and the root vary gives

Σ_i E_i(R_i dx + x* dR_i) = 0.

Solving for dx/x* and using d ln R_s = −dx/x*,

d ln R_s = w_A d ln R_A + w_B d ln R_B, w_i = R_i E_i/Σ_j R_j E_j.

In the example E_A = u³ = 0.3177 and E_B = u = 0.6823. The products R_i E_i are 1.906 and 1.365 Ω, so w_A = 0.583 and w_B = 0.417. A 0.1 % error in R_A alone shifts R_s by 0.058 %. The weights add to 1, so a common gain error passes to R_s undiminished.

For very unequal readings, exp(−y*) ≈ εy* makes R_max E_max ≈ R_min y*, while R_min E_min ≈ R_min. The smaller reading then has weight 1/(1 + y*). This suppresses its relative error only weakly, and for a fixed voltmeter noise that relative error grows as the reading shrinks. Solving the equation to twelve digits does not remove this limit.

**9. Errors of the physical model**

A rectangle allows the contact assumption to be examined. Let its sides be a along s and b along t. Place the pins a distance w inward from both nearby edges, and feed current I in at (w, w) and out at (a−w, w). The potential is a sum of modes cos(ks), k = nπ/a. Insulation at t = 0 and t = b fixes the t dependence as B cosh(kt) below the pins and A cosh[k(b−t)] above them. Continuity at t = w requires

B cosh(kw) = A cosh[k(b−w)].

The injected current sets the jump in current density. Projecting the two point sources onto cos(ks) gives

(k/R_s){A sinh[k(b−w)] + B sinh(kw)} = (2I/a){cos(kw) − cos[k(a−w)]}.

The right side is (4I/a)cos(kw) for odd n and zero for even n. Eliminating B and using the addition formula for sinh turns the braces on the left into A sinh(kb)/cosh(kw). Hence

A = 4I R_s cos(kw)cosh(kw)/[ak sinh(kb)].

At the opposite pins, t = b − w, the voltage difference of each mode is 2A cosh(kw)cos(kw). With ak = nπ,

R/R_s = (8/π) Σ_{odd n} [cosh(kw)cos(kw)]²/[n sinh(nπb/a)].

The limit w = 0 describes corner contacts. Interchanging a and b gives the other reading. For five side ratios from 0.4 to 3, the corner-contact sums (w = 0) satisfied the van der Pauw equation with a largest residual of 1.4×10⁻¹⁶.

The film's readings fit a rectangle of 11.9 mm by 10 mm with corner contacts. Since

cosh u cos u = (1 + u²/2 + u⁴/24 + …)(1 − u²/2 + u⁴/24 − …) = 1 − u⁴/6 + …,

the quadratic terms cancel, and pins displaced by the same small distance w from both nearby edges lower each reading at fourth order in w. Pins 0.5 mm inward lower the extracted R_s by 0.015 %; pins 1.0 mm inward lower it by 0.24 %, about 2⁴ times as much. This tolerance is derived for pins near the corners of a rectangle with equal insets from both edges, not for pins elsewhere.

Nonuniform thickness is a separate source of error. Let the sheet conductance be the central value times 1 − 0.05(α² + β²), where α and β run from −1 to 1 along the two sides. It is then 10 % below the central value at the corners, and its area mean is 1 − 0.1/3 of the central value. With corner contacts and the same rectangle, a resistor network gives an extracted conductance 1.80 % above the area mean. To cancel most of the mesh error, this figure is taken relative to the conductance extracted from a uniform network on the same mesh. With that normalisation, halving the mesh spacing changed the excess from 1.794 % to 1.798 %; without it the two meshes give about 1.68 % and 1.77 %. A profile quadratic in the true distance from the centre, with the same corner drop, gives 1.79 %. For this profile the extracted conductance lies between the area mean and the higher central value.

Molybdenum films near 10 nm have resistivities of roughly ten to a few tens of µΩ cm, above the bulk value of roughly 5 µΩ cm, because surfaces and grain boundaries scatter electrons. The example's 16.4 µΩ cm lies in that rough range, but it follows from chosen readings and is not a measured property. Among the errors estimated in this section, the largest comes from assuming that all 10 nm conducts. If 1 nm is insulating oxide, R_s is unchanged but ρ becomes 14.8 µΩ cm, 10 % lower. With an assumed rough temperature slope of 0.02 µΩ cm/K, an error of 1 K shifts ρ by 0.12 %; the slope of bulk molybdenum near room temperature is closer to 0.025 µΩ cm/K, which gives 0.15 %. For these numbers, conducting thickness limits the resistivity far more than the root-finding does. The numerical output below lists the iterates and these estimates.

Table of computed values

```
Readings R_A, R_B: 6.0, 2.0 ohm
Nominal film thickness: 10.0 nm
n=0: x = 0.00000000 mS, 1/x = infinite ohm, relative error 1.00e+00
n=1: x = 39.78873577 mS, 1/x = 25.13274123 ohm, relative error 3.46e-01
n=2: x = 57.99289580 mS, 1/x = 17.24349140 ohm, relative error 4.67e-02
n=3: x = 60.78161142 mS, 1/x = 16.45234433 ohm, relative error 8.97e-04
n=4: x = 60.83617462 mS, 1/x = 16.43758843 ohm, relative error 3.33e-07
n=5: x = 60.83619488 mS, 1/x = 16.43758295 ohm, relative error 4.59e-14
Sheet resistance from Newton: 16.437583 ohm per square
Real root u of u^3+u=1: 0.68232780
Sheet resistance from cubic: 16.437583 ohm per square
Resistivity at nominal thickness: 16.438 microohm cm
Plain-average sheet resistance: 18.1294 ohm per square
Plain-average excess: 10.29 %
Newton constant C, formula: 6.803194 ohm
Newton constant C, measured: 6.803194 ohm
Newton in R_s from 100 ohm goes to: -256.69 ohm
Newton in x from 10 mS: 5 steps to root
Right-hand start 182.509 mS goes to: -67.569 mS
Further steps from there to root: 7
Reading ratio 1: 5 steps, pi R_max x* = 0.6931
Reading ratio 3: 5 steps, pi R_max x* = 1.1467
Reading ratio 100: 8 steps, pi R_max x* = 3.3987
Reading ratio 10000: 12 steps, pi R_max x* = 7.2322
Reading ratio 1000000: 16 steps, pi R_max x* = 11.3834
Random pairs tested: 2000, most steps: 16
Largest rectangle-series residual of f: 1.4e-16
Error weights w_A, w_B: 0.5828, 0.4172
R_s shift for 0.1 % error in R_A: 0.0583 %
Model rectangle: 11.889 mm by 10.000 mm
Network error at 80 cells per side: 0.0374 %
R_s shift, pins inset 0.5 mm: -0.0153 %
R_s shift, pins inset 1.0 mm: -0.2445 %
Dome: corner conductance lower than centre by 10 %
Dome: extracted minus mean conductance, 40 cells: 1.7941 %
Dome: extracted minus mean conductance, 80 cells: 1.7984 %
Resistivity if 1 nm is oxide: 14.794 microohm cm
Oxide change of resistivity: -10.0 %
Rough temperature slope assumed: 0.02 microohm cm/K
Resistivity shift per kelvin: 0.12 %
```
